# Symmetrizing a d-shell occupation matrix in rotated local frames

## Problem

A crystal contains two equivalent magnetic atoms, A and B, each with site group $T_d$, as in the diamond arrangement. For one spin direction, without spin-orbit coupling, the d-shell occupation matrix is $n_{ij}=\langle i|\rho|j\rangle$, where $\rho$ is the one-particle density operator. The orbitals are real and ordered $xy,\ yz,\ xz,\ z^2,\ x^2-y^2$.

Atom A uses the cube axes. Its matrix, in round model numbers, has the diagonal $(0.9,\,0.8,\,0.7,\,0.3,\,0.2)$ and the off-diagonal elements

$$n_{xy,yz}=0.05,\quad n_{yz,xz}=0.04i,\quad n_{xz,z^2}=0.06,$$
$$n_{xy,x^2-y^2}=0.03,\quad n_{z^2,x^2-y^2}=0.05+0.08i .$$

The others follow from Hermiticity or are zero. The numbers are chosen freely, to show every kind of element. The matrix comes from an unfinished k-point sum: images under the operation $\{R|\tau\}$ that carries A to B are included, those under the site operations are not. Here $R$ is the twofold rotation about $[110]$, $(x,y,z)\to(y,x,-z)$. Atom B has the local axes

$$\hat x'=\tfrac{1}{\sqrt6}(1,1,-2),\quad \hat y'=\tfrac{1}{\sqrt2}(-1,1,0),\quad \hat z'=\tfrac{1}{\sqrt3}(1,1,1).$$

1. Find the law that gives the occupation matrix of B in its local frame from that of A, and the diagonal of that matrix.
2. Average both matrices over the site group. Which occupations remain?
3. Does the form found in part 2 hold for all five cubic groups $T, T_h, O, T_d, O_h$?

## A tempting solution

Rotating the matrix of A into the frame of B with the Wigner matrix gives the local diagonal

$$(0.5667,\ 0.3833,\ 0.4714,\ 0.7667,\ 0.7120).$$

The site group is cubic, so the d shell splits into $t_{2g}=\{xy,yz,xz\}$ and $e_g=\{z^2,x^2-y^2\}$. By Schur's lemma the averaged matrix is a number times the unit matrix in each set. Averaging keeps the trace of each set, so for B

$$n_t=\frac{0.5667+0.3833+0.4714}{3}=0.474,\qquad n_e=\frac{0.7667+0.7120}{2}=0.739 ,$$

and for A, in the same way, $n_t=0.8$ and $n_e=0.25$. Only the cubic character of the group was used, so the form holds for all five groups.

## Where it fails

The two atoms are related by an operation that leaves $\rho$ invariant, yet one has the $t_{2g}$ orbitals fuller and the other the $e_g$ orbitals. A change of local axes is a unitary transformation and cannot change eigenvalues. The rotated diagonal is correct; the fault lies in what follows.

First, the names $t_{2g}$ and $e_g$ belong to orbitals written in the cube axes. B's local function called $z^2$ points along $[111]$, and the site operations do not keep the local set $\{z^2,x^2-y^2\}$ to itself. The traces over the local sets are therefore not conserved.

Second, Schur's lemma for complex matrices needs sets that are irreducible over the complex numbers. For $T$ and $T_h$ the $e$ pair is not, as shown below.

## Solution

### Rotating d orbitals

On the unit sphere write each real d orbital as $f_i(\mathbf r)=c\,\mathbf r^TQ_i\mathbf r$ with a symmetric, traceless matrix $Q_i$. For example, $Q_{xy}$ has the two entries $1/\sqrt2$ in positions $xy$ and $yx$, while

$$Q_{z^2}=\frac{\mathrm{diag}(-1,-1,2)}{\sqrt6},\qquad Q_{x^2-y^2}=\frac{\mathrm{diag}(1,-1,0)}{\sqrt2}.$$

These obey $\mathrm{Tr}\,Q_iQ_j=\delta_{ij}$. The angular integral of $r_ar_br_cr_d$ is $\frac{4\pi}{15}(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$. The first term gives zero for traceless matrices and the other two are equal, so $\int f_if_j\,d\Omega=c^2\frac{8\pi}{15}\delta_{ij}$. The orbitals are orthonormal for $c^2=15/(8\pi)$.

Rotations act actively, $(D(R)f)(\mathbf r)=f(R^{-1}\mathbf r)$. Since $R^{-1}=R^T$,

$$(D(R)f_j)(\mathbf r)=c\,\mathbf r^T(RQ_jR^T)\mathbf r .$$

The matrix $RQ_jR^T$ is again symmetric and traceless, so it equals $\sum_iQ_iD_{ij}(R)$. Multiplying by $Q_i$ and taking the trace gives

$$D_{ij}(R)=\mathrm{Tr}(Q_iRQ_jR^T).$$

$D$ is real and orthogonal, and $D(R_1R_2)=D(R_1)D(R_2)$. Because $R$ enters twice, $D(-R)=D(R)$: inversion does nothing to a d-shell matrix.

In the basis of complex harmonics $|m\rangle$ this is the Wigner matrix. A rotation by a small angle $\delta$ about $z$ changes $f(\phi)$ into $f(\phi-\delta)=(1-i\delta L_z)f$ to first order, with $L_z=-i\partial_\phi$ in units of $\hbar$. Repeating small rotations gives $e^{-i\alpha L_z}$ for angle $\alpha$, and likewise for $y$. For $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$,

$$D_{m'm}=e^{-im'\alpha}\,\langle m'|e^{-i\beta L_y}|m\rangle\,e^{-im\gamma}.$$

The trace formula, transformed with $U_{mi}=\langle m|i\rangle$ into $UDU^\dagger$, supplies the same elements without exponentials.

### From atom A to atom B

Let $\rho_A$ and $\rho_B$ be the site matrices in global axes. Invariance of $\rho$ gives $\rho_B=D(R)\rho_AD(R)^\dagger$. If the columns of $L_A$ are the local axes of A, its local orbitals are $D(L_A)|i\rangle$, so that

$$n^A=D(L_A)^\dagger\rho_AD(L_A),\qquad \rho_A=D(L_A)n^AD(L_A)^\dagger ,$$

and similarly for B. Inserting one relation into the other,

$$n^B=D(L_B)^\dagger D(R)D(L_A)\,n^A\,D(L_A)^\dagger D(R)^\dagger D(L_B),$$

$$n^B=D(W)\,n^A\,D(W)^\dagger,\qquad W=L_B^{-1}RL_A .$$

A code that stores the transposed matrix $n^T$ needs $D^*$ in place of $D$; the difference matters in the complex basis.

Here $L_A=1$. The third column of $W$ is $(0.8165,\,0,\,-0.5774)$, which must equal $(\sin\beta\cos\alpha,\ \sin\beta\sin\alpha,\ \cos\beta)$. Hence $\alpha=0$ and $\beta=125.26^\circ$. The third row begins with $-\sin\beta\cos\gamma=0.5774$ and $\sin\beta\sin\gamma=0.5774$, hence $\gamma=135^\circ$.

One element of $n^B$ can be followed by hand. B's local $z^2$ orbital points along $[111]$. Carried back to A by $R^{-1}$, it points along $\mathbf u=(1,1,-1)/\sqrt3$ and has the matrix $(3\mathbf u\mathbf u^T-1)/\sqrt6$. The diagonal of this matrix vanishes, since $3u_a^2=1$, so there is no $e_g$ part. Its component on $xy$ is

$$\frac{2}{\sqrt2}\cdot\frac{3u_xu_y}{\sqrt6}=\sqrt3\,u_xu_y=\frac1{\sqrt3},$$

and those on $yz$ and $xz$ are both $-1/\sqrt3$. Its occupation is therefore

$$\frac{0.9+0.8+0.7}{3}-\frac{2(0.05)}{3}=0.8-0.0333=0.7667 .$$

The elements $\pm0.04i$ cancel in this sum. The result is the fourth diagonal element quoted earlier, which the tempting solution counted as $e_g$.

### The average on atom A

Define

$$\bar n=\frac1{|G|}\sum_{g\in G}D(g)\,n\,D(g)^\dagger .$$

For any $h$ in $G$, $D(h)\bar nD(h)^\dagger$ is the same sum with $g$ replaced by $hg$, which runs through the group once more. Thus $\bar n$ commutes with every $D(h)$. This condition can be used one operation at a time.

**Twofold rotations.** All cubic groups contain the twofold rotations about the cube axes. Those about $z$ and $x$ multiply the orbitals by these pairs of signs:

$$xy:(+,-),\quad yz:(-,+),\quad xz:(-,-),\quad z^2\text{ and }x^2-y^2:(+,+).$$

With $D(h)$ diagonal, commutation means $\bar n_{ij}=s_is_j\bar n_{ij}$, so $\bar n_{ij}=0$ whenever the signs differ. Every off-diagonal element vanishes except the one between $z^2$ and $x^2-y^2$.

**Threefold rotation.** The rotation taking the axes $x\to y\to z\to x$ takes $xy\to yz\to xz\to xy$. The three $t_{2g}$ occupations are therefore equal. For the $e_g$ pair,

$$2z^2-x^2-y^2\ \to\ 2x^2-y^2-z^2=-\tfrac12(2z^2-x^2-y^2)+\tfrac32(x^2-y^2),$$
$$x^2-y^2\ \to\ y^2-z^2=-\tfrac12(x^2-y^2)-\tfrac12(2z^2-x^2-y^2).$$

The normalized functions carry factors $1/\sqrt6$ and $1/\sqrt2$, which turn the mixing coefficients into $\frac32\cdot\frac{\sqrt2}{\sqrt6}=\frac{\sqrt3}2$ and $-\frac12\cdot\frac{\sqrt6}{\sqrt2}=-\frac{\sqrt3}2$. The images form the columns of

$$D_e=\begin{pmatrix}-\frac12&-\frac{\sqrt3}2\\ \frac{\sqrt3}2&-\frac12\end{pmatrix}=-\tfrac12-\tfrac{i\sqrt3}{2}\sigma_y,\qquad \sigma_y=\begin{pmatrix}0&-i\\ i&0\end{pmatrix}.$$

The $e$ block must commute with $\sigma_y$. Expand it as $a+b_x\sigma_x+b\sigma_y+b_z\sigma_z$ with real coefficients. Since $[\sigma_x,\sigma_y]=2i\sigma_z$ and $[\sigma_z,\sigma_y]=-2i\sigma_x$, both $b_x$ and $b_z$ vanish. What remains is $a+b\sigma_y$.

**Fourfold operation.** $T_d$ contains the improper operation $(x,y,z)\to(y,-x,-z)$; $O$ and $O_h$ contain the proper fourfold rotation about $z$. Either keeps $z^2$ and reverses $x^2-y^2$, so it acts on the pair as $\sigma_z$. Commutation with $\sigma_z$ forces $b=0$.

Let $P_t$ and $P_e$ project on the two sets in the cube axes. Every cube operation permutes the coordinates up to signs, so it maps products such as $xy$ to products and squares to squares. Both projectors therefore commute with all $D(g)$, and $\mathrm{Tr}(P_tD(g)nD(g)^\dagger)=\mathrm{Tr}(P_tn)$, likewise for $P_e$. For $O$, $T_d$ and $O_h$ it follows that

$$\bar n=n_tP_t+n_eP_e,\qquad n_t=\tfrac13\mathrm{Tr}(P_tn),\quad n_e=\tfrac12\mathrm{Tr}(P_en).$$

For atom A,

$$n_t=\frac{0.9+0.8+0.7}3=0.80,\qquad n_e=\frac{0.3+0.2}2=0.25$$

electrons per orbital and spin. The total, $3(0.80)+2(0.25)=2.9$, is that of the original matrix.

### The average on atom B

In B's local frame the site operations are $L_B^{-1}(RgR^{-1})L_B=WgW^{-1}$, because $L_A=1$. Hence

$$\bar n^B=\frac1{|G|}\sum_gD(WgW^{-1})\,D(W)n^AD(W)^\dagger\,D(WgW^{-1})^\dagger=D(W)\,\bar n^A\,D(W)^\dagger .$$

The eigenvalues are again $0.80$, three times, and $0.25$, twice. The contradiction is gone.

The matrix itself is not diagonal in the local orbitals. With $P_t=1-P_e$,

$$\bar n^B=n_t-(n_t-n_e)\,p,\qquad p=D(W)P_eD(W)^\dagger .$$

Since $D(R)$ commutes with $P_e$, $p=D(L_B)^\dagger P_eD(L_B)$. So $p_{ij}$ is the scalar product of the $e_g$ parts of local orbitals $i$ and $j$. In the cube axes the $e_g$ part of a matrix $Q$ is its diagonal. From the given axes these diagonals are:

- local $xy$: $\sqrt2\,x'_ay'_a=(-1,1,0)/\sqrt6$
- local $yz$: $\sqrt2\,y'_az'_a=(-1,1,0)/\sqrt3$
- local $xz$: $\sqrt2\,x'_az'_a=(1,1,-2)/3$
- local $z^2$: $(3z'^2_a-1)/\sqrt6=(0,0,0)$
- local $x^2-y^2$: $(x'^2_a-y'^2_a)/\sqrt2=(-1,-1,2)/(3\sqrt2)$

Their scalar products give $p=\frac13$ for $xy$ and $x^2-y^2$, $p=\frac23$ for $yz$ and $xz$, and $p=0$ for $z^2$. The nonzero off-diagonal elements are $p_{xy,yz}=\frac{\sqrt2}3$ and $p_{xz,x^2-y^2}=-\frac{\sqrt2}3$. With $n_t-n_e=0.55$,

$$\bar n_{xy,xy}=\bar n_{x^2-y^2,x^2-y^2}=0.80-\tfrac{0.55}{3}=0.617,$$
$$\bar n_{yz,yz}=\bar n_{xz,xz}=0.80-\tfrac{2(0.55)}{3}=0.433,\qquad \bar n_{z^2,z^2}=0.80,$$
$$\bar n_{xy,yz}=-0.259,\qquad \bar n_{xz,x^2-y^2}=+0.259 .$$

The local $z^2$ orbital is purely $t_{2g}$; the other four are mixtures. To read off $n_e$ in this frame one takes $\frac12\mathrm{Tr}(p\,n^B)$, not the mean of the last two diagonal elements. The simplest cure is to choose $L_B=RL_A$. Then $W=1$, and both atoms have the same matrix. If $n_t=n_e$, the averaged matrix is a multiple of the unit matrix and the choice of axes has no effect on it.

A related trap occurs on atom A in the complex basis. With the Condon–Shortley phase,

$$|x^2-y^2\rangle=\frac{|2\rangle+|{-2}\rangle}{\sqrt2},\qquad |xy\rangle=\frac{-i(|2\rangle-|{-2}\rangle)}{\sqrt2},$$

while $xz$ and $yz$ span $m=\pm1$, and $z^2$ is $m=0$. Therefore $\bar n_{00}=n_e$, $\bar n_{11}=\bar n_{-1,-1}=n_t$, and

$$\bar n_{22}=\bar n_{-2,-2}=\frac{n_e+n_t}2=0.525,$$
$$\bar n_{2,-2}=\frac{n_e}2+\frac{(-i)(-i)\,n_t}2=\frac{n_e-n_t}2=-0.275 .$$

The second factor $-i$ is the complex conjugate of the coefficient $+i$ of $|{-2}\rangle$ in $|xy\rangle$. Discarding the element $(2,-2)$ would destroy the cubic symmetry.

### All five groups

The group $T$ is generated by the twofold and threefold rotations above, and $T_h$ adds inversion, which has no effect here. Neither contains the fourfold operation that removed $b$. On the $e$ pair the twofold rotations act as the unit matrix and the threefold one as a function of $\sigma_y$, so $\mathrm{Tr}(\sigma_yn)$ over the pair is conserved and $b$ survives:

$$b=\tfrac12\mathrm{Tr}(\sigma_yn)=-\mathrm{Im}\,n_{z^2,x^2-y^2}=-0.08 .$$

If the same matrix belonged to a site with group $T$ or $T_h$, the $e$ occupations would be $0.25\pm0.08$, that is $0.33$ and $0.17$. The answer to part 3 is no: three real numbers survive for $T$ and $T_h$, two for $O$, $T_d$ and $O_h$.

The extra term disappears if $n$ is real in the real orbitals. This holds when the state of each spin channel is invariant under complex conjugation, which a collinear magnet without spin-orbit coupling can satisfy although its two spin channels differ. Conjugation then gives $n(-\mathbf k)=n(\mathbf k)^*$ for the contributions of single k-points, so a sum that contains $\mathbf k$ and $-\mathbf k$ equally is real. At a site with group $T$, a sum that lacks the $-\mathbf k$ partners can still show a nonzero $b$. At a site with group $T_h$, inversion gives $n(-\mathbf k)=n(\mathbf k)$; together with conjugation symmetry this makes every contribution real. Without conjugation symmetry $b$ can survive there too.

In the diamond arrangement the inversion exchanges A and B. With conjugation symmetry each k-point then gives $\rho_B=\rho_A^*$, and with $\rho_B=D(R)\rho_AD(R)^\dagger$ this requires $n_{yz,yz}=n_{xz,xz}$ and purely imaginary $n_{xy,x^2-y^2}$ and $n_{z^2,x^2-y^2}$. The model matrix does not obey these conditions, so it is more general than what such a sum gives in an ordinary collinear magnet. The derivation above does not use them.

A nonzero $b$ carries no orbital moment. Since $L_z=-i(x\partial_y-y\partial_x)$ gives zero on $z^2$ and turns $x^2-y^2$ into a multiple of $xy$, it has no elements within the $e$ pair. The threefold rotation extends this to $L_x$ and $L_y$. Each component of $\mathbf L$ has zero total trace, so its trace over $t_{2g}$ vanishes too, and $\mathrm{Tr}(\mathbf L\bar n)=0$. The original matrix does have a moment: $L_z\,xz=i\,yz$ gives $\langle yz|L_z|xz\rangle=i$, and

$$\mathrm{Tr}(L_zn)=i(-0.04i)-i(0.04i)=0.08$$

in units of $\hbar$. The pair $xy$, $x^2-y^2$, with $\langle xy|L_z|x^2-y^2\rangle=2i$, adds $2i(0.03)-2i(0.03)=0$, because its element of $n$ is real. Averaging removes the moment.

### When the average may be used

For a state that has the site symmetry, averaging supplies the images of the k-points under the site operations. It completes the sum only if the remaining images, those under operations that carry one atom to another and the $-\mathbf k$ partners from conjugation, are already included or are generated by the average. In the problem above the site group and $R$ together give all of $O_h$, so the sum is complete. Applied to a state with real orbital order, it erases that order. With spin-orbit coupling the operations also turn the spin, and a magnetization direction lowers the symmetry; the two-number form then no longer follows from this argument.

The numerical check checks the rotation law against angular integrals of the rotated orbitals, and the averages against explicit sums over the groups.

## Table of computed values

```
Occupations: electrons per spin; order xy, yz, xz, z2, x2-y2
A raw, row xy: 0.90+0.00i 0.05+0.00i 0.00+0.00i 0.00+0.00i 0.03+0.00i
A raw, row yz: 0.05+0.00i 0.80+0.00i 0.00+0.04i 0.00+0.00i 0.00+0.00i
A raw, row xz: 0.00+0.00i 0.00-0.04i 0.70+0.00i 0.06+0.00i 0.00+0.00i
A raw, row z2: 0.00+0.00i 0.00+0.00i 0.06+0.00i 0.30+0.00i 0.05+0.08i
A raw, row x2-y2: 0.03+0.00i 0.00+0.00i 0.00+0.00i 0.05-0.08i 0.20+0.00i
A raw eigenvalues: 0.1406 0.3488 0.6927 0.7950 0.9229
A raw trace: 2.9000
W, row x: 0.4082 0.4082 0.8165
W, row y: 0.7071 -0.7071 0.0000
W, row z: 0.5774 0.5774 -0.5774
Euler angles of W (degrees): 0.00 125.26 135.00
B raw diagonal, local frame: 0.5667 0.3833 0.4714 0.7667 0.7120
B raw eigenvalues: 0.1406 0.3488 0.6927 0.7950 0.9229
Threefold rotation on e, row z2: -0.5000 -0.8660
Threefold rotation on e, row x2-y2: 0.8660 -0.5000
A after D2, diagonal: 0.9000 0.8000 0.7000 0.3000 0.2000
A after D2, element z2/x2-y2: 0.05+0.08i
A after T, diagonal: 0.8000 0.8000 0.8000 0.2500 0.2500
A after T, element z2/x2-y2: 0.00+0.08i
A after Td, diagonal: 0.8000 0.8000 0.8000 0.2500 0.2500
A after Td, element z2/x2-y2: 0.00+0.00i
e eigenvalues after T: 0.1700 0.3300
t2g occupation per orbital nt: 0.8000
eg occupation per orbital ne: 0.2500
Trace after Td: 2.9000
Group D2: order 4, surviving parameters 7
Group T: order 12, surviving parameters 3
Group Th: order 24, surviving parameters 3
Group O: order 24, surviving parameters 2
Group Td: order 24, surviving parameters 2
Group Oh: order 48, surviving parameters 2
Orbital moment raw (hbar), x y z: 0.0000 0.0000 0.0800
Orbital moment T (hbar), x y z: 0.0000 0.0000 0.0000
Orbital moment Td (hbar), x y z: 0.0000 0.0000 0.0000
m basis after Td, diagonal m=2..-2: 0.5250 0.8000 0.2500 0.8000 0.5250
m basis after Td, element (2,-2): -0.2750
B after Td, local row xy: 0.6167 -0.2593 0.0000 0.0000 0.0000
B after Td, local row yz: -0.2593 0.4333 0.0000 0.0000 0.0000
B after Td, local row xz: 0.0000 0.0000 0.4333 0.0000 0.2593
B after Td, local row z2: 0.0000 0.0000 0.0000 0.8000 0.0000
B after Td, local row x2-y2: 0.0000 0.0000 0.2593 0.0000 0.6167
B after Td, largest imaginary part below 1e-12: True
B after Td, eigenvalues: 0.2500 0.2500 0.8000 0.8000 0.8000
```
